Constitutional Supercooling and Dopant Cell Formation after Pulsed-Laser Melting, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Supercooling ahead of the front

**The physical situation**

A laser pulse melts the surface layer of an implanted crystal. When the pulse ends, heat drains into the cold substrate and the solid grows back towards the surface at a speed that can reach metres per second. A dopant that is less soluble in the solid than in the liquid is pushed ahead of the front. It collects in a thin layer there and lowers the local freezing temperature. Farther out the liquid holds less dopant and freezes at a higher temperature, but it is also hotter. If the freezing temperature rises faster with distance than the actual temperature, the liquid ahead of the front is below its own freezing temperature. A bump on the front then reaches into liquid that is ready to freeze, and the flat front may break up into cells with dopant-rich walls.

Two questions follow. When is the liquid ahead of a flat front supercooled, and when does a flat front actually develop cells? The first is answered by comparing two gradients. The second also involves latent heat and surface energy, and its answer can differ greatly from the first.

**Model and sign conventions**

The front is flat and moves at constant speed v > 0 into the liquid. The coordinate z is measured from the moving front, with liquid at z > 0 and solid at z < 0. The dopant content C is an atomic fraction, assumed small, and the two phases are given equal atomic density. Far from the front the liquid has the uniform content C∞. Dopant diffuses in the liquid with diffusivity D, does not diffuse in the solid, and is not carried by convection.

At the front the solid takes up the fraction k of the liquid content:

C_S = k C_L.

The freezing temperature of liquid with content C is the liquidus

T_liq = T_m + m C,

where T_m is the melting temperature of the undoped material and m is the liquidus slope. For a rejected dopant k < 1 and m < 0. For a preferentially incorporated one k > 1 and m > 0. In both cases m(k−1) > 0, which is assumed throughout. For now the liquid touching the front is taken to be at its liquidus temperature.

**The dopant profile**

Let Z = z + vt be a coordinate fixed in the crystal. At fixed Z the dopant obeys ordinary diffusion. A point at fixed Z has dz/dt = −v, so the time derivative at fixed Z equals ∂C/∂t − v ∂C/∂z in the moving frame. Therefore

∂C/∂t = D ∂²C/∂z² + v ∂C/∂z.

The boundary condition is a count of atoms. In a time dt the front converts a layer of thickness v dt from content C_L to content kC_L. Per unit area, and in units of the atomic density, the amount (1−k)C_L v dt is released. It must leave by diffusion into the liquid, where the flux in the +z direction is −D ∂C/∂z. Hence

(1−k) v C_L = −D C′(0).   (1)

The prime denotes d/dz. No steady state was assumed in (1).

In a steady state DC″ + vC′ = 0. The derivative C′ is then proportional to exp(−vz/D), and

C(z) = C∞ + B exp(−vz/D).

The front values are C_L = C∞ + B and C′(0) = −vB/D. Substitution in (1) gives

(1−k) v (C∞ + B) = vB.

Cancelling v and collecting the terms in B gives kB = (1−k)C∞, so

B = (1−k)C∞/k,   C_L = C∞/k.   (2)

The solid therefore forms with content kC_L = C∞, as a steady state requires. The dopant gradient at the front is

G_C = C′(0) = −v(1−k)C∞/(kD).   (3)

It is negative for a rejected dopant. The layer has thickness D/v, so faster growth makes it thinner and steeper without changing C_L, as long as k is fixed.

**Comparing the two temperatures**

The liquidus temperature at z, relative to its value at the front, is

T_liq(z) − T_liq(0) = m[C(z) − C_L] = −mB[1 − exp(−vz/D)].

By (2), −mB = m(k−1)C∞/k, which is positive by the assumption on signs. Define

ΔT₀ = |m| |1−k| C∞/k.   (4)

Then

T_liq(z) − T_liq(0) = ΔT₀[1 − exp(−vz/D)].

The actual temperature is taken as linear, T(z) = T_liq(0) + G_L z, where G_L is the liquid temperature gradient at the front. This needs a reason. In a steadily moving frame, heat obeys αT″ + vT′ = 0, with α the thermal diffusivity, so T′ varies as exp(−vz/α). Over the dopant layer, z = D/v, the relative change of the gradient is about D/α, which is 5×10⁻⁴ in the example below. In a real anneal the thermal field also changes with time. G_L is then the instantaneous gradient from a heat-flow calculation, and the linear form requires it to vary little over the distances of interest.

The local supercooling is the liquidus temperature minus the actual one:

S(z) = ΔT₀[1 − exp(−vz/D)] − G_L z.   (5)

Its value at the front is zero, and its derivatives are

S′(z) = (v/D)ΔT₀ exp(−vz/D) − G_L,
S″(z) = −(v/D)²ΔT₀ exp(−vz/D) < 0.

The slope S′ decreases steadily with distance. If S′(0) ≤ 0, then S′ is negative for all z > 0 and no liquid is supercooled. If S′(0) > 0, then S is positive just ahead of the front. The sign of S′(0) thus settles the question for the whole profile. From (3) and (4), (v/D)ΔT₀ = mG_C, so the liquid is constitutionally supercooled if and only if

G_L < mG_C = |m| |1−k| v C∞/(kD).   (6)

This is the constitutional-supercooling condition. For G_L > 0 it is equivalent to C∞ exceeding

C_sup = G_L kD/(|m| |1−k| v).   (7)

More dopant, a steeper liquidus, faster growth and slower diffusion all favour supercooling, while a steep temperature gradient opposes it. If G_L ≤ 0, condition (6) holds for any dopant content above zero.

**How much supercooling, and where**

For 0 < G_L < mG_C let r = G_L/(mG_C). The maximum of S lies where S′ = 0, that is, where exp(−vz/D) = r:

z_max = (D/v) ln(1/r).   (8)

Since G_L D/v = r mG_C D/v = rΔT₀, inserting z_max in (5) gives

S_max = ΔT₀(1−r) − rΔT₀ ln(1/r) = ΔT₀[1 − r(1 + ln(1/r))].   (9)

At r = 1 this vanishes, as it should at threshold. For r ≪ 1 it approaches ΔT₀, the full rise of the liquidus across the layer.

**Limits of the gradient comparison**

The steady dopant layer takes time to form. For a start from uniform melt with k < 1, the liquid content at the front begins at C∞ and has to rise to C∞/k. During the rise, (1) still holds with the current C_L, so the liquidus gradient at the front is

mC′(0) = |m| |1−k| v C_L/D.

At the start this is k times the steady value. If it exceeds G_L, liquid next to the front is supercooled at that moment. The converse was shown above for the steady profile alone, because it used the curvature of that profile. An implanted dopant distribution is generally not uniform either. The steady result then needs C to vary little over the build-up distance; otherwise the diffusion equation must be solved with the actual distribution.

Atoms also need a driving force to attach to the solid. If this places the front at ΔT_k below its local liquidus, (5) gains the constant ΔT_k. The liquid at the front is then supercooled whatever the gradients, and (6) tells whether the supercooling initially increases with distance.

**A worked case**

The values are round model parameters, not those of a named material: v = 2.0 m/s, D = 1.0×10⁻⁸ m²/s, k = 0.20, m = −400 K per atomic fraction, G_L = 1.0×10⁷ K/m, α = 2.0×10⁻⁵ m²/s, and an initial melt depth of 300 nm. Holding G_L fixed is an idealization. It requires heat to keep entering through the surface, at about 5×10⁸ W/m² for the liquid conductivity used below. Without that heating, the gradient in so thin a melt would largely disappear before the dopant layer is fully developed.

The layer thickness is D/v = 5.0 nm. The liquidus gradient per unit dopant fraction is

mG_C/C∞ = 400 × 0.80 × 2.0/(0.20 × 1.0×10⁻⁸) = 3.2×10¹¹ K/m.

The supercooling threshold is therefore

C_sup = 1.0×10⁷/(3.2×10¹¹) = 3.1×10⁻⁵.

For C∞ = 0.001 the liquidus gradient is 3.2×10⁸ K/m, so r = 1/32. Equation (4) gives ΔT₀ = 400 × 0.80 × 0.001/0.20 = 1.6 K. The peak supercooling is

S_max = 1.6 K × [1 − (1 + ln 32)/32] = 1.38 K

at z_max = 5.0 nm × ln 32 = 17.3 nm.

For C∞ = 0.010 the corresponding values are r = 1/320, ΔT₀ = 16 K, S_max = 15.7 K and z_max = 28.8 nm. If the melt were unlimited and its temperature stayed linear, the supercooled zone would end at 1600 nm. The melt is only 300 nm deep, so at the start of regrowth a fully developed layer would leave the liquid supercooled up to the surface.

A time-dependent diffusion calculation from uniform melt tested the steady profile and the change of sign of the supercooling at C_sup. Starting from uniform melt, the solid reaches 90% of its steady dopant content after about 56 nm of growth. That is a sizeable part of the melt depth, so the build-up cannot be ignored in a layer this thin.

**Heat flow at a flat front**

Condition (6) contains the liquid gradient alone, but the shape of the front also responds to the solid. Freezing releases latent heat L per unit volume. The solid carries heat away from the front at the rate κ_S G_S per unit area, and the liquid supplies κ_L G_L, where κ_S and κ_L are thermal conductivities and G_S is the solid gradient. The balance is

κ_S G_S − κ_L G_L = Lv.   (10)

With κ_S = 25 W/(m K), κ_L = 50 W/(m K) and L = 4.0×10⁹ J/m³,

G_S = (8.0×10⁹ + 5.0×10⁸)/25 = 3.4×10⁸ K/m.

The solid gradient is 34 times the liquid gradient. At these speeds most of the heat that enters the solid is latent heat released at the front itself.

**Heat flow at a rippled front**

To see whether a bump grows, displace the front to

z = ζ(x,t) = δE,   E = exp(iqx + σt),

with wavenumber q > 0 and growth rate σ; real parts are understood. The amplitude is small enough that qδ and vδ/D are both much less than one, and only terms of first order in δ are kept.

Heat is assumed to adjust at once to the shape of the front. For a ripple this requires v/(αq) and |σ|/(αq²) to be small. The temperature disturbances then obey Laplace's equation and decay as exp(−q|z|). The melt must be deep compared with 1/q. With T₀ the temperature of the flat front,

T_L = T₀ + G_L z + aE exp(−qz),
T_S = T₀ + G_S z + bE exp(qz).

Write the temperature at the rippled front as T₀ + θE. Setting z = δE and keeping first order gives two expressions for θ:

θ = G_Lδ + a = G_Sδ + b.   (11)

The balance (10) must hold along the normal to the surface. Tilting the normal changes the normal gradients and the normal speed only at second order. The speed becomes v + σδE, and the gradients at the front become G_S + qbE and G_L − qaE. The first-order part of the balance is

Lσδ = κ_S qb + κ_L qa.

With a = θ − G_Lδ and b = θ − G_Sδ from (11),

Lσδ = q(κ_S + κ_L)θ − q(κ_S G_S + κ_L G_L)δ.

Solving for θ,

θ = δ{Ḡ + Lσ/[q(κ_S + κ_L)]},   (12)

Ḡ = (κ_S G_S + κ_L G_L)/(κ_S + κ_L).   (13)

A ripple that neither grows nor decays thus feels the conductivity-weighted mean gradient Ḡ, not G_L. Eliminating G_S with (10) shows where it comes from:

Ḡ = (Lv + 2κ_L G_L)/(κ_S + κ_L).   (14)

In the example, Ḡ = (8.0×10⁹ + 1.0×10⁹)/75 = 1.2×10⁸ K/m. Eight ninths of it is due to latent heat, and it is twelve times G_L.

## Part II. When the flat front forms cells

**Symbols and results carried over**

The front moves at speed v into liquid at z > 0 with far dopant fraction C∞, dopant diffusivity D, partition coefficient k and liquidus slope m, where m(k−1) > 0. The steady profile C₀(z) has C_L = C∞/k at the front and gradient G_C = −v(1−k)C∞/(kD) there. The liquidus gradient is

A = mG_C = |m| |1−k| v C∞/(kD),

and the liquid is constitutionally supercooled when A exceeds the liquid temperature gradient G_L. The front is displaced by δE, with E = exp(iqx + σt). The resulting change θE of its temperature is given by (12), in which Ḡ is the weighted gradient (13), L the latent heat per volume, and κ_S and κ_L the conductivities. For now k and m are constants.

**Dopant at a rippled front**

Add to the steady profile a disturbance cE exp(−pz). The diffusion equation in the moving frame requires

σ = D(p² − q²) − vp.

Solving this quadratic for p and taking the root that decays into the liquid,

p = v/(2D) + √[v²/(4D²) + q² + σ/D].   (15)

The square root is the one with positive real part. When Re σ ≥ 0, its real part exceeds v/(2D). Hence Re p > v/D, and the rejected root would grow with distance.

Let the dopant content at the displaced front be C_L + χE. The displacement samples the steady gradient, so

χ = G_Cδ + c.   (16)

The atom balance (1), taken along the normal, must hold on the rippled surface. To first order its left side changes by (1−k)(σδC_L + vχ), because both the speed and the content change. On the right side, the z-derivative of C at the front changes by C₀″(0)δ − pc. The steady equation gives C₀″(0) = −(v/D)G_C. Therefore

(1−k)(σδC_L + vχ) = −D[−(v/D)G_Cδ − pc] = vG_Cδ + Dpc.

Replace c by χ − G_Cδ and collect the terms in χ:

χ[Dp − (1−k)v] = G_Cδ(Dp − v) + (1−k)σC_Lδ.

By (1), (1−k)C_L = −DG_C/v. Inserting this and dividing by D gives

χ = G_Cδ (p − v/D − σ/v)/[p − (1−k)v/D].   (17)

For a stationary ripple of very short wavelength, σ = 0 and p → ∞, the fraction tends to one. The bump then samples the original dopant profile almost unchanged. At longer wavelengths the dopant layer partly follows the front, and the variation of content along the front is weaker.

**Surface energy and the growth condition**

A part of the solid that bulges into the liquid melts at a lower temperature than a flat one. With the Gibbs–Thomson coefficient Γ, taken to be independent of orientation, the front temperature is

T_i = T_m + mC_i − ΓK,

where C_i is the liquid content at the front and K is the curvature, positive for a bulge into the liquid. To first order K = −∂²ζ/∂x² = q²δE. Subtracting the flat-front relation leaves

θ = mχ − Γq²δ.

Inserting (12) and (17) and dividing by δ gives the equation for the growth rate:

A(p − v/D − σ/v)/[p − (1−k)v/D] = Ḡ + Γq² + Lσ/[q(κ_S + κ_L)].   (18)

At σ = 0 the left side is the rise of the liquidus temperature per unit height of the bump. The right side is the rise of the actual temperature plus the lowering of the melting point by curvature. If the left side is larger, the bump is colder than its equilibrium temperature and grows.

We now have the condition for supercooled liquid ahead of a flat front and equation (18) for the growth rate of a small ripple. It remains to show that the balance at σ = 0 decides stability, and to find the dopant content at which the flat front becomes unstable.
